# Sublimation, adatom drift and the bunching of impermeable steps

## Problem

A vicinal crystal surface sublimes without deposition. Its straight steps, all of one sign, lie at $x_n(t)$, with $x$ pointing downhill. Terrace $n$ has width $l_n=x_{n+1}-x_n$. Adatoms have diffusivity $D$, lifetime $\tau$ before desorption, and drift velocity $v$, positive downhill. Their density $c$ and flux $J$ obey

$$\partial_t c=-\partial_xJ-\frac{c}{\tau},\qquad J=vc-D\,\partial_xc .$$

No adatom crosses a step without being incorporated (impermeable steps). Attachment is instantaneous, so $c=c_{eq}$ on both sides of every step. Let $x_s^2=D\tau$, $u=l/x_s$, and $\theta=\Omega c_{eq}$, where $\Omega$ is the area per atom. Drift is weak, $|v|l/D\ll1$, and so is sublimation, $u\ll1$.

(a) Show that sublimation lowers the mean terrace density by the fraction $l^2/(12x_s^2)$.

(b) Treating the steps as static while the density adjusts, show that uphill drift destabilises an equidistant step train and downhill drift stabilises it.

(c) How fast must attachment be for this conclusion to hold?

(d) Steps retreat as the crystal sublimes. Does their motion change the conclusion?

(e) Evaluate the results for $l=2000$ nm, $x_s=20000$ nm, $D=10^{10}$ nm²/s, $\theta=0.05$, $T=1500$ K, an effective charge of $0.1\,e$ and a field of 5 V/cm.

## Solution

### (a) Mean density

Without drift, the static density satisfies $c''=c/x_s^2$ with $c(0)=c(l)=c_{eq}$. The solution symmetric about the terrace centre is

$$c(x)=c_{eq}\frac{\cosh[(x-l/2)/x_s]}{\cosh(u/2)} .$$

Its average is

$$\bar c=\frac1l\int_0^l c\,dx=c_{eq}\frac{\tanh(u/2)}{u/2}.$$

Since $\tanh z=z-z^3/3+2z^5/15-\dots$,

$$\bar c=c_{eq}\left(1-\frac{u^2}{12}+\frac{u^4}{120}-\dots\right).$$

The leading fractional deficit is therefore $l^2/(12x_s^2)$. Reflecting the terrace and reversing $v$ leaves the mean unchanged, so $\bar c$ is even in $v$ and has no correction linear in the drift.

### (b) Drift flux and stability

Averaging $J$ over a terrace gives

$$\bar J=v\bar c-\frac{D}{l}[c(l)-c(0)]=v\bar c,$$

because the edge densities are equal. Step motion, however, depends on the fluxes at the edges, $J_L$ and $J_R$.

Under reflection with $v\to-v$, fluxes change sign and the edges are exchanged: $J_R(v)=-J_L(-v)$. To first order in $v$ we may thus write

$$J_L=S(l)+vA(l),\qquad J_R=-S(l)+vA(l).$$

Integrating the static conservation law gives $J_R-J_L=-l\bar c/\tau$, hence $S=l\bar c/(2\tau)$.

To find $A$, write the density change linear in drift as $vc_1$. It obeys $Dc_1''-c_1/\tau=c_0'$, where $c_0$ is the driftless density. Since $c_0'$ is of order $c_{eq}l/x_s^2$, $c_1$ is of order $c_{eq}l^3/(Dx_s^2)$. Desorption changes the corresponding flux along the terrace by at most order $vlc_1/\tau\sim vc_{eq}u^4$. Through order $u^2$, the edge value therefore equals the mean:

$$A(l)=c_{eq}\left(1-\frac{l^2}{12x_s^2}\right),\qquad A'(l)=-\frac{c_{eq}l}{6x_s^2}.$$

A step advances downhill when it gains atoms:

$$\dot x_n=\Omega[J_R(l_{n-1})-J_L(l_n)].$$

Perturb the train as $x_n=nl+Vt+\epsilon e^{i\phi n+\sigma t}$. Dividing out the common factor $\epsilon e^{i\phi n+\sigma t}$, the width changes are

$$\delta l_n=e^{i\phi}-1,\qquad \delta l_{n-1}=1-e^{-i\phi}.$$

Linearising the velocity gives

$$\frac{\sigma}{\Omega}=(-S'+vA')(1-e^{-i\phi})-(S'+vA')(e^{i\phi}-1).$$

The $S'$ terms add to $-2iS'\sin\phi$, which moves the pattern without amplifying it. The $A'$ terms add to $2vA'(1-\cos\phi)$. With $s=1-\cos\phi$,

$$\mathrm{Re}\,\sigma=-\frac{\theta l v}{3x_s^2}\,s .$$

Uphill drift ($v<0$) gives growth and downhill drift gives decay.

The cause is the dependence of the deficit on width. Suppose the terrace below a step is wider than the one above. It has the lower mean density and carries less drift flux. Under uphill drift, the step receives less from below than it loses to the terrace above. It therefore moves uphill and widens the lower terrace further. Under downhill drift both transfers reverse and the difference shrinks. If $1/\tau=0$, the density is $c_{eq}$ everywhere, the drift flux is $vc_{eq}$ for every width, and this instability disappears.

### (c) Finite attachment rate

Let the attachment flux be $K(c-c_{eq})$, and define $d=D/K$. First switch off sublimation and keep the steps static. The uniform flux then satisfies

$$J=K(c_{eq}-c_L)=K(c_R-c_{eq}).$$

Hence $c_R-c_L=2J/K$ and $c_L+c_R=2c_{eq}$. For weak drift the profile is linear to leading order, so its mean is $c_{eq}$. Averaging the flux gives

$$J=vc_{eq}-\frac{2d}{l}J,\qquad J=vc_{eq}\frac{l}{l+2d}.$$

This flux increases with width, so slow attachment makes **downhill** drift destabilising.

When $d/l$ and $u^2$ are both small, their leading corrections add:

$$A\simeq c_{eq}\left(1-\frac{2d}{l}-\frac{l^2}{12x_s^2}\right).$$

Differentiating,

$$A'=-\frac{c_{eq}l}{6x_s^2}\left(1-\frac d{d_*}\right),\qquad d_*=\frac{l^3}{12x_s^2}.$$

The result of (b) needs $d<d_*$, and its full size needs $d\ll d_*$. The condition $d\ll l$ is not enough.

### (d) Moving steps

Return to instantaneous attachment. Consider a terrace between $a=x_n$ and $b=x_{n+1}$, with $l=b-a$. To leading order $Dc''=c_{eq}/\tau$, so

$$c=c_{eq}+w,\qquad w=-k(x-a)(b-x),\qquad k=\frac{c_{eq}}{2x_s^2}.$$

The next correction $c_2$ vanishes at both edges and obeys $Dc_2''=\partial_tw+v\partial_xw$. The omitted term $w/\tau$ is symmetric about the terrace centre; it corrects $S$ and gives no real growth at this order. Differentiating $w$,

$$Dc_2''=k[(\dot a-v)(b-x)-(\dot b-v)(x-a)].$$

Multiply by $b-x$ and integrate by parts. The left side becomes $-lDc_2'(a)$. Multiplying by $x-a$ instead gives $lDc_2'(b)$. Since

$$\int_a^b(b-x)^2dx=\frac{l^3}{3},\qquad \int_a^b(b-x)(x-a)dx=\frac{l^3}{6},$$

the additional edge fluxes are

$$-Dc_2'(a)=\frac{kl^2}{6}(2\dot a-\dot b-v),\qquad -Dc_2'(b)=\frac{kl^2}{6}(2\dot b-\dot a-v).$$

In the mass balance of a step, the terms $vc_{eq}$ and $\dot x_nc_{eq}$ from its two sides cancel. What remains is

$$\begin{aligned}\dot x_n={}&-\frac{\theta}{2\tau}(l_{n-1}+l_n)\\&+\frac{\theta}{12x_s^2}\big[l_{n-1}^2(2\dot x_n-\dot x_{n-1}-v)-l_n^2(2\dot x_n-\dot x_{n+1}-v)\big].\end{aligned}$$

The first line gives the uniform velocity $V=-\theta l/\tau$ and the leading growth rate $\sigma_0=-i(\theta/\tau)\sin\phi$. Now linearise the square bracket. Since $\delta l_{n-1}-\delta l_n=2s$, the width changes contribute $4ls(V-v)$. The terms $2\dot x_n$ cancel between the two terraces. The neighbouring velocities contribute

$$l^2\sigma_0(e^{i\phi}-e^{-i\phi})=\frac{2\theta l^2}{\tau}\sin^2\phi=\frac{2\theta l^2}{\tau}s(2-s).$$

Adding the two contributions and inserting $V$,

$$-4lsv-\frac{4\theta l^2s}{\tau}+\frac{4\theta l^2s}{\tau}-\frac{2\theta l^2s^2}{\tau}=-4ls\left(v+\frac{\theta l}{2\tau}s\right).$$

Multiplication by $\theta/(12x_s^2)$ yields

$$\mathrm{Re}\,\sigma=-\frac{\theta l}{3x_s^2}\,s\left(v+\frac{\theta l}{2\tau}s\right).$$

Step motion adds damping that weakens at long wavelength. Uphill drift still amplifies modes with $s<2|v|/|V|$, while downhill drift damps every mode with $s>0$. Pairing, $\phi=\pi$ and $s=2$, needs $|v|>|V|$. For $|v|<2|V|$ the quadratic in $s$ is largest at $s=|v|/|V|$. These statements hold to leading order in $u^2$; if $|v|$ is as small as about $u^2|V|$, omitted corrections may compete.

### (e) Numbers

At 1500 K, $k_BT=0.12926$ eV. Since 5 V/cm is $5\times10^{-7}$ V/nm, the drift speed is

$$|v|=\frac{10^{10}\times0.1\times5\times10^{-7}}{0.12926}=3868\ \text{nm/s}.$$

The drift is weak, with $|v|l/D=7.7\times10^{-4}$. For $u=0.1$ the leading density deficit is $0.01/12=8.333\times10^{-4}$; the numerical solution gives $8.325\times10^{-4}$.

Place a step between an upper terrace of 1800 nm and a lower one of 2200 nm. Their deficits are $6.745\times10^{-4}$ and $1.0071\times10^{-3}$. Uphill drift contributes

$$-0.05\times3868\times(1.0071-0.6745)\times10^{-3}=-0.0643\ \text{nm/s}$$

to the step velocity. The negative sign means uphill motion, which widens the already wider terrace.

The static-step pairing rate for uphill drift is

$$\frac{2\times0.05\times2000\times3868}{3\times(20000)^2}=6.45\times10^{-4}\ \text{s}^{-1}.$$

Step motion matters here. With $\tau=0.04$ s, the retreat speed is $|V|=0.05\times2000/0.04=2500$ nm/s. Numerical solution of the linearised moving-step problem gives pairing rates of $2.28\times10^{-4}$ s⁻¹ for uphill drift and $-1.06\times10^{-3}$ s⁻¹ for downhill drift. The fastest uphill mode has $s\simeq3868/2500=1.55$ and a period of 2.9 steps. Its rate is $2.49\times10^{-4}$ s⁻¹, so its amplitude grows by a factor $e$ in about 4020 s (1.1 h). This growth is convective. From $\sigma_0$ and $V$, a disturbance moves across the surface at $V+(\theta l/\tau)\cos\phi=-|V|s$, which for the fastest mode is $|v|$ uphill. It therefore travels about 1.6 cm during one e-fold, while some 5000 layers sublime. The gain per unit distance, $\mathrm{Re}\,\sigma/(|V|s)$, stays below $|v|/(3D)\approx1.3$ cm⁻¹ for every mode, so on a centimetre-sized sample a disturbance is amplified only a few times before it leaves.

Step repulsion is negligible at this stage. Let a terrace of width $w$ cost energy $G/w^2$ per unit step length. The chemical potential of step $n$ is then $\mu_n=2G\Omega(l_n^{-3}-l_{n-1}^{-3})$, whose linear amplitude is $12G\Omega s/l^4$. It shifts the equilibrium density at the step by the fraction $\mu_n/(k_BT)$. Diffusion to the two neighbours supplies a further factor $-2s\theta D/l$, so the growth rate changes by $-24\theta DG\Omega s^2/(k_BTl^5)$. For $G=0.05$ eV nm and $\Omega=0.064$ nm², the damping is $2.2\times10^{-8}$ s⁻¹, about $9\times10^{-5}$ of the growth rate.

The parameters are rough values in the regime of vicinal Si(111) heated by direct current; the effective charge and adatom coverage are especially uncertain. The terraces are unusually wide: with a step height of roughly 0.3 nm, they imply a miscut of only about 0.01°. Instantaneous attachment is the delicate assumption. The sign reverses at $d_*=1.67$ nm, only a few atomic spacings. Even $d=0.4$ nm reduces the static-step growth rate to 0.76 of its ideal value. Because $d_*\propto l^3$, terraces of 200 nm with the same $x_s$ would give $d_*\simeq0.0017$ nm, far below an atomic spacing, so the mechanism could not be expected to set the sign there. On real Si(111), the current direction that produces bunching changes with temperature. This model with one fixed set of parameters does not explain that sequence, nor does it establish which direction causes bunching on the real surface at 1500 K. It also omits step permeability, adatom interactions and temperature gradients. The remaining values are in the numerical output below.

## Computed results

```
Temperature: 1500 K
Terrace width l: 2000 nm
Diffusion length xs: 20000 nm
Diffusivity D: 1.000e+10 nm^2/s
Equilibrium coverage theta: 0.050
Effective charge magnitude: 0.10 e
Electric field magnitude: 5.00 V/cm
Thermal energy: 0.12926 eV
Adatom lifetime: 0.0400 s
Layer removal rate theta/tau: 1.2500 layers/s
Drift speed: 3868.17 nm/s
Drift strength |v|l/D: 7.7363e-04
Width ratio l/xs: 0.100
Mean density / equilibrium density: 0.99916750
Density deficit, numerical: 8.325008e-04
Density deficit, l^2/(12 xs^2): 8.333333e-04
Narrow upper terrace width: 1800 nm
Wide lower terrace width: 2200 nm
Narrow terrace density deficit: 6.744537e-04
Wide terrace density deficit: 1.007115e-03
Uphill-drift part of step velocity: -0.06432 nm/s
Quasi-static uphill pairing rate: 6.4470e-04 1/s
Step retreat speed theta*l/tau: 2500.00 nm/s
Moving-step uphill pairing rate: 2.2784e-04 1/s
Moving-step downhill pairing rate: -1.0585e-03 1/s
Fastest uphill mode phase: 2.1531 rad
Fastest uphill mode period: 2.918 steps
Fastest uphill growth rate: 2.4882e-04 1/s
Fastest growth rate, formula: 2.4938e-04 1/s
Fastest growth time: 4018.9 s
Fastest growth time, converted: 1.116 h
Critical attachment length, numerical: 1.6734 nm
Critical attachment length, formula: 1.6667 nm
Trial attachment length: 0.40 nm
Quasi-static growth factor at trial length: 0.7603
Step-interaction coefficient G: 0.050 eV nm
Area per atom: 0.064 nm^2
Repulsion damping at fastest mode: 2.2302e-08 1/s
Repulsion damping / growth: 8.9629e-05
```
